# Curie Temperature of a Strongly Coupled Ferroelectric/Dielectric Superlattice: a program that tests the result

```python
"""
Result under test: in a short-circuited ferroelectric/dielectric superlattice with
strong electrostatic coupling, the Curie temperature is where the thickness-weighted
quadratic Landau coefficient vanishes:
    theta_c = (x*af*tf + (1-x)*ad*td) / (x*af + (1-x)*ad)
x      : thickness fraction of the ferroelectric
af, ad : slopes of the quadratic coefficients, a_i = slope_i*(theta - theta_i)
tf, td : Curie temperatures theta_i of the separate layers
theta  : k_B*T in eV; polarization in e/angstrom^2; lengths in angstrom
kappa  : 4*pi*(Coulomb constant)/(background permittivity), in eV*angstrom/e^2
The numerical side uses a cell-resolved Poisson solution and full Hessians.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV*angstrom/e^2
KB = const.k / const.e                                     # eV/K
CELL = 4.0                                                 # angstrom
af, ad = 15.0, 25.0                                        # angstrom/e^2
tf, td = 0.060, 0.004                                      # eV
bf, bd = 500.0, 2000.0                                     # eV*angstrom^5/e^4
EPS = 5.0
EPS_STRONG = 0.05     # formal value, used only to approach infinite coupling


def kappa_of(eps):
    return 4 * np.pi * COULOMB / eps


def field_matrix(n, eps, shorted=True):
    """K such that field energy per volume is P.K.P/(2n), from Poisson's equation."""
    nodes = n if shorted else n + 1
    diff = np.zeros((n, nodes))
    for j in range(n):
        diff[j, j] -= 1.0
        diff[j, (j + 1) % nodes] += 1.0
    laplacian = eps / (4 * np.pi * COULOMB * CELL) * diff.T @ diff
    potential = np.linalg.pinv(laplacian, rcond=1e-10) @ diff.T
    field = -diff @ potential / CELL
    return eps / (4 * np.pi * COULOMB) * field.T @ field


def stiff_f(theta):
    return af * (theta - tf)


def stiff_d(theta):
    return ad * (theta - td)


def lowest(theta, nf, nd, K, repeats=1, dielectric=stiff_d):
    local = np.array([stiff_f(theta)] * nf + [dielectric(theta)] * nd)
    return np.linalg.eigvalsh(np.diag(np.tile(local, repeats)) + K)[0]


def curie_full(nf, nd, eps, repeats=1, dielectric=stiff_d):
    K = field_matrix((nf + nd) * repeats, eps)
    return brentq(lambda t: lowest(t, nf, nd, K, repeats, dielectric),
                  0.0, 0.1, xtol=1e-14)


def curie_common(x):
    return (x * af * tf + (1 - x) * ad * td) / (x * af + (1 - x) * ad)


def leading_shift(x, eps):
    mean_slope = x * af + (1 - x) * ad
    return (x * (1 - x) * (af * ad * (tf - td))**2
            / (kappa_of(eps) * mean_slope**3))


def equilibrium(theta, eps, nf=5, nd=5):
    """Global minimum of the two-layer energy with the Poisson field energy."""
    n = nf + nd
    K = field_matrix(n, eps)
    scale = 0.02

    def energy(u):
        pf, pd = scale * np.asarray(u)
        P = np.array([pf] * nf + [pd] * nd)
        local = (nf * (stiff_f(theta) * pf**2 / 2 + bf * pf**4 / 4)
                 + nd * (stiff_d(theta) * pd**2 / 2 + bd * pd**4 / 4))
        return 1e4 * (local + P @ K @ P / 2) / n

    best = None
    for start in ([2.0, 2.0], [1.0, -1.0], [0.1, 0.1]):
        point = np.array(start)
        for _ in range(2):
            res = minimize(energy, point, method="Nelder-Mead",
                           options=dict(xatol=1e-9, fatol=1e-15, maxiter=3000))
            point = res.x
        if best is None or res.fun < best.fun:
            best = res
    return np.abs(best.x) * scale


# Field energy of two uniformly polarized layers
for nf, nd in ((2, 8), (5, 5), (8, 2)):
    x = nf / (nf + nd)
    pf, pd = 0.031, -0.012
    P = np.array([pf] * nf + [pd] * nd)
    K = field_matrix(nf + nd, EPS)
    numeric = P @ K @ P / (2 * (nf + nd))
    derived = kappa_of(EPS) * x * (1 - x) * (pf - pd)**2 / 2
    assert abs(numeric / derived - 1) < 1e-9
    E = -(K @ P)      # field conjugate to the polarization of each cell
    assert abs(E[0] + kappa_of(EPS) * (1 - x) * (pf - pd)) < 1e-9
    assert abs(E[-1] - kappa_of(EPS) * x * (pf - pd)) < 1e-9

# Instability of the full cell-resolved stack against the derived formulas
table = []
for nf, nd in ((2, 8), (5, 5), (8, 2)):
    x = nf / (nf + nd)
    strong = curie_full(nf, nd, EPS_STRONG)
    assert abs(strong - curie_common(x)) < 1e-5
    assert abs((strong - curie_common(x)) / leading_shift(x, EPS_STRONG) - 1) < 0.01
    full = curie_full(nf, nd, EPS)
    assert full > curie_common(x)
    mean_a = x * stiff_f(full) + (1 - x) * stiff_d(full)
    assert abs(mean_a + stiff_f(full) * stiff_d(full) / kappa_of(EPS)) < 1e-9
    table.append((x, curie_common(x), full))

x = 0.5
theta_common = curie_common(x)
theta_full = curie_full(5, 5, EPS)
theta_naive = x * tf + (1 - x) * td
assert abs(curie_full(10, 10, EPS) - theta_full) < 1e-10      # doubled period
assert abs(curie_full(5, 5, EPS, repeats=3) - theta_full) < 1e-10
assert abs(curie_full(5, 5, EPS_STRONG) - theta_naive) > 1e-3

# Decoupled layers and open circuit
assert abs(curie_full(5, 5, 1e6) - tf) < 1e-5
K_open = field_matrix(10, EPS, shorted=False)
open_lowest = lowest(0.0, 5, 5, K_open)
assert open_lowest > 0
assert abs(open_lowest - (stiff_f(0.0) + kappa_of(EPS))) < 1e-8

# Polarization ratio from the dielectric's linear response at the common Curie point
eta = af * ad * (tf - td) / (kappa_of(EPS) * (x * af + (1 - x) * ad))
K = field_matrix(10, EPS)
response = np.diag([stiff_d(theta_common)] * 5) + K[5:, 5:]
pd_response = np.linalg.solve(response, -K[5:, :5] @ np.ones(5))
assert np.allclose(pd_response, 1 / (1 + eta), atol=1e-9)

# Spontaneous polarization and continuous onset by direct minimization
theta_low = 0.015
mean_a_low = x * stiff_f(theta_low) + (1 - x) * stiff_d(theta_low)
mean_b = x * bf + (1 - x) * bd
p_common = np.sqrt(-mean_a_low / mean_b)
p_strong = equilibrium(theta_low, EPS_STRONG)
assert np.allclose(p_strong, p_common, rtol=2e-3)
p_full = equilibrium(theta_low, EPS)
p_above = equilibrium(1.005 * theta_full, EPS)
p_below = equilibrium(0.995 * theta_full, EPS)
assert np.max(p_above) < 1e-5
assert 1e-4 < np.min(p_below) and np.max(p_below) < 0.2 * p_common

# Dielectric with a temperature-independent stiffness
a_const = 0.5


def constant_stiffness(theta):
    return a_const


theta_const = tf - (1 - x) * a_const / (x * af)
theta_const_num = curie_full(5, 5, EPS_STRONG, dielectric=constant_stiffness)
assert abs(theta_const_num - theta_const) < 2e-5
x_min = a_const / (a_const + af * tf)
K20 = field_matrix(20, EPS_STRONG)
assert lowest(0.0, 7, 13, K20, dielectric=constant_stiffness) > 0
assert lowest(0.0, 8, 12, K20, dielectric=constant_stiffness) < 0
assert 7 / 20 < x_min < 8 / 20

print(f"layer thicknesses l_f, l_d: {5*CELL:.0f}, {5*CELL:.0f} angstrom")
print(f"slopes alpha_f, alpha_d: {af:.0f}, {ad:.0f} angstrom/e^2")
print(f"separate Curie points theta_f, theta_d: {tf:.3f}, {td:.3f} eV")
print(f"quartic b_f, b_d: {bf:.0f}, {bd:.0f} eV angstrom^5/e^4")
print(f"background permittivity: {EPS:.1f} (dimensionless)")
print(f"Coulomb constant: {COULOMB:.4f} eV angstrom/e^2")
print(f"kappa: {kappa_of(EPS):.3f} eV angstrom/e^2")
print(f"mean slope: {x*af+(1-x)*ad:.1f} angstrom/e^2")
print(f"common-P Curie point: {theta_common:.6f} eV")
print(f"common-P Curie temperature: {theta_common/KB:.1f} K")
print(f"a_f at common-P Curie point: {stiff_f(theta_common):.4f} eV angstrom/e^2")
print(f"a_d at common-P Curie point: {stiff_d(theta_common):.4f} eV angstrom/e^2")
print(f"thickness-only average of theta: {theta_naive:.6f} eV")
print(f"finite-coupling Curie point: {theta_full:.6f} eV")
print(f"finite-coupling Curie temperature: {theta_full/KB:.1f} K")
print(f"actual shift: {theta_full-theta_common:.6f} eV")
print(f"leading-order shift: {leading_shift(x, EPS):.6f} eV")
print(f"eta: {eta:.5f} (dimensionless)")
print(f"P_d/P_f at common-P Curie point: {pd_response[0]:.5f} (dimensionless)")
print(f"temperature for polarization example: {theta_low:.3f} eV")
print(f"mean a there: {mean_a_low:.4f} eV angstrom/e^2")
print(f"mean b: {mean_b:.1f} eV angstrom^5/e^4")
print(f"common polarization: {p_common:.6f} e/angstrom^2")
print(f"finite-coupling P_f: {p_full[0]:.6f} e/angstrom^2")
print(f"finite-coupling P_d: {p_full[1]:.6f} e/angstrom^2")
for frac, common, full in table:
    print(f"x={frac:.1f}: common {common:.6f} eV, finite coupling {full:.6f} eV")
print(f"open-circuit lowest stiffness at theta=0: {open_lowest:.3f} eV angstrom/e^2")
print(f"constant dielectric stiffness: {a_const:.2f} eV angstrom/e^2")
print(f"common-P Curie point, constant a_d, x=0.5: {theta_const:.6f} eV")
print(f"minimum ferroelectric fraction, constant a_d: {x_min:.4f} (dimensionless)")
print("success")
```

Running it gives:

```
layer thicknesses l_f, l_d: 20, 20 angstrom
slopes alpha_f, alpha_d: 15, 25 angstrom/e^2
separate Curie points theta_f, theta_d: 0.060, 0.004 eV
quartic b_f, b_d: 500, 2000 eV angstrom^5/e^4
background permittivity: 5.0 (dimensionless)
Coulomb constant: 14.3996 eV angstrom/e^2
kappa: 36.190 eV angstrom/e^2
mean slope: 20.0 angstrom/e^2
common-P Curie point: 0.025000 eV
common-P Curie temperature: 290.1 K
a_f at common-P Curie point: -0.5250 eV angstrom/e^2
a_d at common-P Curie point: 0.5250 eV angstrom/e^2
thickness-only average of theta: 0.032000 eV
finite-coupling Curie point: 0.025384 eV
finite-coupling Curie temperature: 294.6 K
actual shift: 0.000384 eV
leading-order shift: 0.000381 eV
eta: 0.02901 (dimensionless)
P_d/P_f at common-P Curie point: 0.97180 (dimensionless)
temperature for polarization example: 0.015 eV
mean a there: -0.2000 eV angstrom/e^2
mean b: 1250.0 eV angstrom^5/e^4
common polarization: 0.012649 e/angstrom^2
finite-coupling P_f: 0.013300 e/angstrom^2
finite-coupling P_d: 0.012869 e/angstrom^2
x=0.2: common 0.011304 eV, finite coupling 0.011468 eV
x=0.5: common 0.025000 eV, finite coupling 0.025384 eV
x=0.8: common 0.043529 eV, finite coupling 0.043921 eV
open-circuit lowest stiffness at theta=0: 35.290 eV angstrom/e^2
constant dielectric stiffness: 0.50 eV angstrom/e^2
common-P Curie point, constant a_d, x=0.5: 0.026667 eV
minimum ferroelectric fraction, constant a_d: 0.3571 (dimensionless)
success
```
